# Nuclear-spin species of CD3 and CH3 ligands under threefold rotation

A methyl ligand on a metal atom can turn about its metal–carbon bond. In a cold solid it sits in one of three equivalent wells and passes between them by tunnelling, which splits each torsional level into a single level and a degenerate pair. A turn by one third of a revolution carries each hydrogen to the place of the next, so it has the same effect as a cyclic permutation of identical nuclei. The Pauli principle therefore ties the torsional levels to the nuclear spins, and the number of spin functions of each symmetry fixes the weight of each level. Replacing H by D changes the masses, and it also changes the nuclear spin from 1/2 to 1, and with it these weights.

## Setting

Let each nucleus have spin $I$ and $n=2I+1$ spin states: $n=2$ for H and $n=3$ for D. All three nuclei are the same isotope. The product functions $|a\,b\,c\rangle$ give the projections $a,b,c$ of nuclei 1, 2, 3, and there are $n^3$ of them: 8 for CH3 and 27 for CD3. A spin on the carbon or in the frame multiplies every count by the same factor and is left out.

The cyclic permutation acts as
$$P|a\,b\,c\rangle=|c\,a\,b\rangle ,\qquad P^3=1 .$$
An eigenvalue $\lambda$ of $P$ obeys $\lambda^3=1$, so $\lambda=\varepsilon^s$ with $\varepsilon=e^{2\pi i/3}$ and $s=0,1,-1$. These three species are called A, E$_a$ and E$_b$. The claim is
$$N_A=\frac{n^3+2n}{3},\qquad N_{E_a}=N_{E_b}=\frac{n^3-n}{3}, \tag{1}$$
which gives 4, 2, 2 for CH3 and 11, 8, 8 for CD3.

## First derivation: orbits of product functions

Apply $P$ repeatedly to one product function. If $a=b=c$, the function is unchanged. There are $n$ such functions, and each is by itself of species A.

If the labels are not all equal, then $|abc\rangle$, $|cab\rangle$ and $|bca\rangle$ are all different: $|abc\rangle=|cab\rangle$ would require $a=c$, $b=a$ and $c=b$, hence all equal, and the other coincidences lead to the same condition. The remaining $n^3-n$ functions thus fall into $(n^3-n)/3$ orbits of three. From each orbit form
$$|abc;s\rangle=\frac{1}{\sqrt3}\left(1+\varepsilon^{-s}P+\varepsilon^{-2s}P^2\right)|abc\rangle . \tag{2}$$
The three terms are orthonormal, so the norm is one. Acting with $P$ and using $P^3=1$,
$$P|abc;s\rangle=\frac{1}{\sqrt3}\left(P+\varepsilon^{-s}P^2+\varepsilon^{-2s}\right)|abc\rangle=\varepsilon^{s}|abc;s\rangle ,$$
where the last step takes out $\varepsilon^s$ and uses $\varepsilon^{-3s}=1$. Each orbit supplies one function of each species. Hence
$$N_A=n+\frac{n^3-n}{3}=\frac{n^3+2n}{3},\qquad N_{E_a}=N_{E_b}=\frac{n^3-n}{3}.$$

For CH3 the fixed functions are $|{\uparrow\uparrow\uparrow}\rangle$ and $|{\downarrow\downarrow\downarrow}\rangle$, and the two orbits have one spin down or one spin up. The count is $2+2=4$ for A and 2 for each E. For CD3 there are three fixed functions, with all projections $1$, $0$ or $-1$. Of the eight orbits, six have two equal labels. The other two contain the labels $1,0,-1$ in the two possible cyclic orders. The count is $3+8=11$ for A and 8 for each E.

These last two orbits explain a difference between the ligands. Exchanging two nuclei turns one cyclic order into the other. The sum of their two A functions is unchanged by the exchange, and their difference changes sign. The difference is a fully antisymmetric spin function, which needs three different labels and so cannot exist for $n=2$. In every other orbit an exchange maps the orbit to itself and leaves its A function unchanged. The 11 functions of CD3 are therefore 10 symmetric and 1 antisymmetric, while the 4 functions of CH3 are all symmetric.

## Second derivation: traces and total spin

The operator
$$\Pi_s=\tfrac13\left(1+\varepsilon^{-s}P+\varepsilon^{-2s}P^2\right)$$
multiplies an eigenfunction of $P$ with eigenvalue $\varepsilon^t$ by $\tfrac13(1+\varepsilon^{t-s}+\varepsilon^{2(t-s)})$. This is 1 for $t=s$ and 0 otherwise, because the three cube roots of one add to zero. So $\Pi_s$ projects on species $s$, and its trace is the number of functions of that species.

Now resolve the trace by the total projection $M=a+b+c$, which $P$ does not change. Let $d(M)$ be the number of product functions with projection $M$. The diagonal element
$$\langle abc|P|abc\rangle=\delta_{ac}\,\delta_{ba}\,\delta_{cb}$$
is 1 if all labels are equal and 0 otherwise. The trace of $P$ at fixed $M$ is thus $f(M)$, which is 1 if $M=3a$ for an allowed $a$ and 0 if not. The trace of $P^2=P^{-1}$ is the same. Therefore
$$N_s(M)=\tfrac13\left[d(M)+(\varepsilon^{s}+\varepsilon^{-s})f(M)\right],$$
where $\varepsilon^{-2s}=\varepsilon^{s}$ was used. Since $\varepsilon^s+\varepsilon^{-s}$ is 2 for $s=0$ and $-1$ for $s=\pm1$,
$$N_A(M)=\frac{d+2f}{3},\qquad N_E(M)=\frac{d-f}{3}, \tag{3}$$
with $N_E$ counting one of the two E species. Summing over $M$, with $\sum d=n^3$ and $\sum f=n$, gives equation (1) again.

The resolved form also gives the total spin. The operator $\mathbf J=\mathbf I_1+\mathbf I_2+\mathbf I_3$ is a sum over the nuclei and commutes with $P$, so each species consists of complete multiplets. A multiplet of total spin $J$ has one function at each $M$ from $-J$ to $J$. The number of multiplets with spin $J$ is then $N_s(M{=}J)-N_s(M{=}J{+}1)$.

For CD3, $d(M)$ is the coefficient of $z^M$ in $(z+1+z^{-1})^3$:

| $M$ | $d$ | $f$ | $N_A$ | $N_E$ |
|---|---|---|---|---|
| 3 | 1 | 1 | 1 | 0 |
| 2 | 3 | 0 | 1 | 1 |
| 1 | 6 | 0 | 2 | 2 |
| 0 | 7 | 1 | 3 | 2 |

Negative $M$ repeats the rows for positive $M$. Taking differences down the columns, A contains $J=3,1,0$ and each E contains $J=2,1$. The dimensions are $7+3+1=11$ and $5+3=8$.

For CH3, $d=1,3$ and $f=1,0$ at $M=\tfrac32,\tfrac12$. So $N_A=1,1$ and $N_E=0,1$: A is one $J=\tfrac32$ quartet and each E is one $J=\tfrac12$ doublet. In CH3 the value of $J$ separates A from E. In CD3 it does not, since $J=1$ occurs in all three species.

## What each derivation assumes

Both assume three identical nuclei with $n$ states each, and neither uses a Hamiltonian. Equation (1) is a statement about the space of spin functions, so no field or coupling can alter it.

The first derivation needs a basis that $P$ merely rearranges. It does not use the fact that the labels are angular-momentum projections, and it would hold for any $n$ labels. It yields the functions themselves, equation (2), but not their total spin.

The second needs only the traces of $1$, $P$ and $P^2$ for the total count, and these can be taken in any basis. Its finer result needs more: the labels must be spin projections, and $\mathbf J$ must commute with $P$. It yields the multiplets without constructing a function.

Two other cases show how the formula behaves. For $n=1$, nuclei without spin, it gives 1, 0, 0, so there is no E spin function at all. For large $n$, $N_A/n^3=\tfrac13+2/(3n^2)$ tends to one third. The excess over one third is $\tfrac16$ for CH3 and $\tfrac{2}{27}$ for CD3.

## From spin functions to level weights

A further assumption enters here: the ligand turns in a fixed frame and does not invert. Exchanging two nuclei would lead to the inverted arrangement, so it relates two separate versions of the ligand and sets no condition within one. The cyclic permutation remains. It is a product of two exchanges, so the total function is multiplied by $(-1)^2=1$ for protons, which are fermions, and by 1 for deuterons, which are bosons.

Let the electronic state and the other vibrations be unchanged by $P$. A torsional factor with eigenvalue $\varepsilon^s$ must then be joined to a spin factor with $\varepsilon^{-s}$. In atomic units the torsional Hamiltonian is
$$H=-F\frac{d^2}{d\varphi^2}+\frac{V_3}{2}(1-\cos3\varphi),\qquad F=\frac{1}{2I_{\rm rot}}=\frac{1}{6m\rho^2},$$
with $m$ the nuclear mass and $\rho$ its distance from the axis. Since $\cos3\varphi=\tfrac12(e^{3i\varphi}+e^{-3i\varphi})$, the potential joins $e^{i\ell\varphi}$ with integer $\ell$ only to the functions with $\ell\pm3$, with element $-V_3/4$. The functions $e^{i(3k+s)\varphi}$ with integer $k$ thus form three separate blocks. $H$ is real, so complex conjugation turns an $s=1$ solution into an $s=-1$ solution of equal energy. A torsional A level has weight $N_A$, and an E pair has weight $N_{E_a}+N_{E_b}$: 4 and 4 for CH3, 11 and 16 for CD3.

For a high barrier, keep one localized state per well with energy $E_0$ and a tunnelling element $-t$ between wells, $t>0$. The combinations with phase $\varepsilon^s$ from well to well have energy $E_0-t(\varepsilon^s+\varepsilon^{-s})$, that is $E_0-2t$ for A and $E_0+t$ for E. A lies lower, and the splitting is $\Delta=3t$. As $t\to0$ the weights merge into $11+16=27$, the number of spin functions of three distinguishable deuterons resting in one well.

## Worked example: a methyl ligand on tin

Take $V_3=0.02$ eV, C–H and C–D bonds of 1.09 angstrom and tetrahedral angles. Then $\rho=1.09\times\sqrt8/3=1.028$ angstrom. Barrier and geometry are held fixed, so the two torsional problems differ only through the mass in $F$:

| | CH3 | CD3 |
|---|---|---|
| $F$ (eV) | $6.55\times10^{-4}$ | $3.28\times10^{-4}$ |
| $V_3/F$ | 30.5 | 61.0 |
| $\Delta$ (eV) | $3.9\times10^{-5}$ | $1.6\times10^{-6}$ |
| $\Delta/k$ (K) | 0.45 | 0.019 |

Dividing $H$ by $F$ shows that $\Delta=F\,g(V_3/F)$ with one function $g$ for both ligands. The splittings differ by a factor of 23.8. Of this, a factor 2.0 is the ratio of the prefactors $F$, and the remaining 11.9 comes from the larger $V_3/F$ of CD3.

As a test of the weights, torsion and spin were diagonalized together in the space of functions invariant under the joint permutation. The lowest A energy occurred 4 times for CH3 and 11 times for CD3, and the lowest E energy 4 and 16 times.

In thermal equilibrium the fraction of ligands in species A is
$$p_A=\frac{N_AZ_A}{N_AZ_A+2N_EZ_E},$$
where $Z_A$ and $Z_E$ are the torsional sums for one A and one E block. The next A level lies 0.0095 eV higher for CH3 and 0.0069 eV for CD3, or about 111 K and 80 K, and the next E pair lies below it, by 0.0007 eV for CH3 and 0.00005 eV for CD3. At 4 K the lowest levels suffice, and $Z_E/Z_A=e^{-\Delta/kT}$. For CH3,
$$p_A=\frac{4}{4+4e^{-0.447/4}}=0.528 ,$$
and for CD3,
$$p_A=\frac{11}{11+16e^{-0.0187/4}}=0.409 .$$
At 0.1 K the values are 0.989 and 0.453. At 300 K the full sums give 0.500 and 0.407, which are $4/8$ and $11/27$: the torsional sums have become equal and only the spin count remains. The model gives the same three digits already at 100 K, which matters because tetramethyltin, the solid considered below, is a liquid at 300 K. The low-temperature values require that the species can interconvert. If they cannot, a solid cooled from 100 K keeps its fractions of $1/2$ and $11/27$.

## The real ligand, and where the labels fail

The parameters are meant for the rough regime of solid tetramethyltin, a precursor for tin oxide films. The barrier is a model value, not fitted to a measured splitting, and the splittings depend strongly on it: at 0.03 eV the splittings fall to $1.0\times10^{-5}$ eV for CH3 and $2.1\times10^{-7}$ eV for CD3, by factors of 3.7 and 7.5. The real crystal has inequivalent methyl sites, with reported CH3 splittings of roughly $1.3\times10^{-5}$ and $1.7\times10^{-6}$ eV. These are about 3 and 22 times smaller than the model value and would need barriers near 0.028 and 0.046 eV in this model, so the splittings and the populations at 4 K and 0.1 K given above are those of the model, not of the solid. A real crystal also breaks the assumption of independent rotors. A coupling $\tfrac{W}{2}[1-\cos3(\varphi_1-\varphi_2)]$ to one neighbour, with an assumed $W=0.002$ eV, lowers the splittings by 18% and 29%. Adding $\tfrac{V_6}{2}(1-\cos6\varphi)$ with $V_6=0.002$ eV lowers them by 14% and 27%, while $V_6=-0.002$ eV raises them. Letting the rest of the molecule turn freely against the ligand, with a rough tin–carbon distance of 2.1 angstrom and the other three ligands taken as point masses at their carbon positions, raises them by 7% and 17% if the molecule has no total angular momentum about the bond; the spread of their hydrogens makes the rise somewhat smaller. With such angular momentum in a given sense, E$_a$ and E$_b$ differ in energy, and the E pair becomes two levels of weight $N_{E_a}$ and $N_{E_b}$. The opposite sense gives the same two energies with E$_a$ and E$_b$ exchanged. None of these effects changes the counts of spin functions in equation (1). Incomplete deuteration does: at 99% D, with H and D distributed at random, a share $0.99^3=0.970$ of the ligands is CD3, and nearly all the others lack three identical nuclei. In the vapour used for deposition, overall rotation and the other ligands enter the symmetry as well. The decomposition of one ligand's spin functions stands, but the pairing with torsion alone no longer suffices.

Separate spin and torsion labels also require weak spin couplings. A sum of equal one-nucleus operators commutes with $P$ and keeps the species apart. An operator on one nucleus in general does not. Take $I_{1z}^2$ in the orbit of $|1\,1\,0\rangle$: nucleus 1 has $I_{1z}^2=1$ in two of the three functions and 0 in the third. Up to a phase, its element between A and E$_a$ is $\tfrac13(1+\varepsilon)=-\tfrac13\varepsilon^2$, of size $1/3$. Such terms arise because the deuteron quadrupole coupling depends on the direction of each C–D bond.

That coupling is roughly $7\times10^{-10}$ eV, which is $4\times10^{-4}$ of the CD3 splitting at $V_3=0.02$ eV, so A and E stay well separated there. E$_a$ and E$_b$ are degenerate, and even this weak coupling can mix them; only the label E of the pair is then good. At 0.07 eV the splitting is only $5\times10^{-10}$ eV and the ratio is 1.4. The energy levels of such a stiff CD3 ligand need no longer carry separate spin and torsion species, although the joint function still obeys the Pauli condition and the 27 allowed states remain. Protons have no quadrupole moment. Their dipolar coupling at the H–H distance of 1.78 angstrom is $9\times10^{-11}$ eV, about $2\times10^{-6}$ of the CH3 splitting at 0.02 eV. The numerical output below lists most of the values used here.

## Numbers as computed

```
barrier V3 = 0.020 eV; C-H and C-D bond = 1.09 angstrom
distance of H or D from the axis = 1.0277 angstrom
CH3: 8 spin functions, trace of P = 2
CH3: fixed functions 2, orbits of three 2
CH3: A, Ea, Eb = 4, 2, 2
CH3: total spins in A: J=1.5 (x1)
CH3: total spins in Ea: J=0.5 (x1)
CH3: A = 4 symmetric + 0 antisymmetric
CH3: F = 6.5493e-04 eV; lowest A level = 5.00200e-03 eV
CH3: splitting = 3.850e-05 eV = 4.468e-01 K
CH3: next A level lies 9.542e-03 eV higher
CH3: allowed states at lowest A: 4, at E: 4
CH3: A fraction, equal torsional sums = 0.5000
CH3: A fraction at 300, 4, 0.1 K = 0.5000, 0.5279, 0.9887
CH3: splitting with free frame = 4.122e-05 eV
CH3: splitting with V6 = 0.002 eV: 3.315e-05 eV
CH3: splitting, rotor coupling 0.002 eV: 3.147e-05 eV
CH3: splitting at V3 = 0.03 eV: 1.031e-05 eV
CH3: splitting at V3 = 0.07 eV: 1.739e-07 eV
CD3: 27 spin functions, trace of P = 3
CD3: fixed functions 3, orbits of three 8
CD3: A, Ea, Eb = 11, 8, 8
CD3: total spins in A: J=3 (x1), J=1 (x1), J=0 (x1)
CD3: total spins in Ea: J=2 (x1), J=1 (x1)
CD3: A = 10 symmetric + 1 antisymmetric
CD3: F = 3.2763e-04 eV; lowest A level = 3.64382e-03 eV
CD3: splitting = 1.615e-06 eV = 1.874e-02 K
CD3: next A level lies 6.876e-03 eV higher
CD3: allowed states at lowest A: 11, at E: 16
CD3: A fraction, equal torsional sums = 0.4074
CD3: A fraction at 300, 4, 0.1 K = 0.4074, 0.4085, 0.4533
CD3: splitting with free frame = 1.894e-06 eV
CD3: splitting with V6 = 0.002 eV: 1.184e-06 eV
CD3: splitting, rotor coupling 0.002 eV: 1.140e-06 eV
CD3: splitting at V3 = 0.03 eV: 2.147e-07 eV
CD3: splitting at V3 = 0.07 eV: 4.973e-10 eV
H-H distance = 1.780 angstrom
H-H dipolar coupling = 8.81e-11 eV
dipolar coupling / CH3 splitting = 2.3e-06
rough D quadrupole coupling = 7.0e-10 eV
quadrupole / CD3 splitting = 4.4e-04
same ratio at V3 = 0.07 eV = 1.4e+00
A-Ea norm of one-site Iz^2 in CD3 = 0.3333
CH3 / CD3 splitting = 23.8
D purity 0.99: full CD3 share = 0.9703
```
